# Which way do copper atoms drift in a current-carrying wire?: a program that tests the result

```python
"""
Result under test: a mobile atom in a free-electron metal feels
    F = (Z_direct + Z_wind) e E,   Z_wind = -n l sigma_tr,
and drifts toward the anode when n l sigma_tr > Z_direct.
n: electron density; l: electron mean free path; E: electric field;
sigma_tr: momentum-transfer cross section of the mobile atom.
Positive x points from the anode (+ terminal) to the cathode (- terminal).
All scattering is elastic and the Fermi surface is spherical.
"""
import numpy as np
from scipy import constants as const

e, m, hbar, kB = const.e, const.m_e, const.hbar, const.k

# Model inputs (SI units)
cube_edge = 0.36e-9
resistivity = 4.0e-8
current_density = 1.0e10
temperature = 600.0
sigma_tr = 5.0e-21
diffusion = 1.0e-18
Z_direct = 1.0
electrons_per_atom = 1.0

# Derived free-electron quantities
atom_density = 4 / cube_edge**3
n = electrons_per_atom * atom_density
hop_length = cube_edge / np.sqrt(2)
k_F = (3 * np.pi**2 * n)**(1 / 3)
v_F = hbar * k_F / m
E_F = (hbar * k_F)**2 / (2 * m)
field = resistivity * current_density
tau = m / (n * e**2 * resistivity)
mean_free_path = v_F * tau
drift_speed = current_density / (n * e)
Z_wind = -n * mean_free_path * sigma_tr
Z_total = Z_direct + Z_wind

# Angular quadrature and a forward-peaked differential cross section
u, w = np.polynomial.legendre.leggauss(24)
azimuth = 2 * np.pi * np.arange(32) / 32


def angular_shape(cos_angle):
    return np.exp(cos_angle)


transport_average = 0.5 * np.sum(w * (1 - u) * angular_shape(u))
sine = np.sqrt(1 - u**2)
cos_scatter = (u[:, None, None] * u[None, :, None]
               + sine[:, None, None] * sine[None, :, None]
               * np.cos(azimuth)[None, None, :])
# Azimuth average of 4*pi*d(sigma)/d(Omega), for unit transport cross section
unit_kernel = angular_shape(cos_scatter).mean(axis=2) / transport_average

# TEST: momentum transfer from a displaced thermal Fermi distribution.
# Units here: hbar = m = k_F = 1; energies in the exponent are in E_F.
# The cross section varies as 1/k^2 and equals one at the Fermi surface.
k = np.linspace(0.0, 1.3, 2001)
dk = k[1] - k[0]
shift = 1.0e-4
thermal = 0.01
energy = k[:, None]**2 + shift**2 - 2 * k[:, None] * shift * u[None, :]
occupation = 1 / (np.exp((energy - 1) / thermal) + 1)
transfer = unit_kernel * (u[:, None] - u[None, :])
weighted_transfer = transfer * w[:, None] * w[None, :] / 2
unblocked = np.einsum('ki,ij->k', occupation, weighted_transfer)
blocked = np.einsum('ki,ij,kj->k', occupation, weighted_transfer,
                    1 - occupation)
# k^2 from the volume element, k^2 from speed times momentum, 1/k^2 from sigma
force_unblocked = np.sum(k**2 * unblocked) * dk / (2 * np.pi**2)
force_blocked = np.sum(k**2 * blocked) * dk / (2 * np.pi**2)
force_formula = shift / (3 * np.pi**2)
ratio_unblocked = force_unblocked / force_formula
ratio_blocked = force_blocked / force_formula
# Tolerance covers finite temperature and finite displacement.
assert abs(ratio_unblocked - 1) < 1e-3
assert abs(ratio_blocked - 1) < 1e-3


def boltzmann(background_inverse_length, defect_density):
    """Solve for the Fermi-surface displacement; return rho and forces."""
    defect_kernel = sigma_tr * unit_kernel
    background_kernel = background_inverse_length * np.ones_like(unit_kernel)
    kernel = background_kernel + defect_density * defect_kernel
    gain = kernel * w[None, :] / 2
    operator = gain - np.diag(gain.sum(axis=1))
    # Remove the constant mode: the field does not change electron number.
    scale = np.max(np.abs(operator))
    operator -= scale * np.ones_like(operator) * w[None, :] / 2
    displacement = np.linalg.solve(operator, e * field * u)
    density_of_states = 3 * n / (2 * E_F)
    current = (-e * density_of_states * v_F
               * np.sum(w * u * displacement) / 2)

    def received_force(scattering_kernel):
        loss = np.sum(scattering_kernel * (u[:, None] - u[None, :])
                      * w[None, :] / 2, axis=1)
        return (density_of_states * v_F * hbar * k_F
                * np.sum(w * displacement * loss) / 2)

    return (field / current, received_force(defect_kernel),
            received_force(background_kernel))


# TEST: forces and resistivity from the solved Boltzmann equation
defect_density = 1e-3 * atom_density
background = 1 / mean_free_path - defect_density * sigma_tr
rho_with, force_defect, force_background = boltzmann(
    background, defect_density)
rho_without, _, _ = boltzmann(background, 0.0)
Z_wind_solved = force_defect / (e * field)
rho_defect = rho_with - rho_without
Z_from_resistivity = (-electrons_per_atom * (rho_defect / defect_density)
                      / (rho_with / atom_density))
total_wind_density = defect_density * force_defect + force_background
balance_ratio = total_wind_density / (-n * e * field)
assert np.isclose(rho_with, resistivity, rtol=1e-9)
assert np.isclose(Z_wind_solved, Z_wind, rtol=1e-9)
assert np.isclose(Z_from_resistivity, Z_wind_solved, rtol=1e-7)
assert np.isclose(balance_ratio, 1, rtol=1e-9)

# TEST: the net force changes sign at the predicted background resistivity
critical_sigma = Z_direct / (n * mean_free_path)
critical_rho = resistivity * abs(Z_wind) / Z_direct
net_near_crossover = []
for factor in (0.9, 1.1):
    inverse_length = factor * critical_rho * n * e**2 / (m * v_F)
    _, wind_force, _ = boltzmann(inverse_length, 0.0)
    net_near_crossover.append(Z_direct + wind_force / (e * field))
assert net_near_crossover[0] < 0 < net_near_crossover[1]


def walk_growth(force, wave_number):
    """Growth rate of <exp(i q x)> in a periodic potential; period = kT = 1."""
    sites = 100
    step = 1 / sites
    potential = 2 * np.cos(2 * np.pi * np.arange(sites) * step)
    generator = np.zeros((sites, sites), dtype=complex)
    for site in range(sites):
        for direction in (-1, 1):
            target = (site + direction) % sites
            energy_change = (potential[target] - potential[site]
                             - force * direction * step)
            rate = np.exp(-energy_change / 2) / step**2
            generator[site, site] -= rate
            generator[target, site] += rate * np.exp(
                1j * wave_number * direction * step)
    eigenvalues = np.linalg.eigvals(generator)
    return eigenvalues[np.argmax(eigenvalues.real)]


# TEST: weak-force drift equals diffusion times force divided by kT
wave_number = 0.02
test_force = -0.02
walk_diffusion = -walk_growth(0.0, wave_number).real / wave_number**2
walk_velocity = walk_growth(test_force, wave_number).imag / wave_number
drift_ratio = walk_velocity / (walk_diffusion * test_force)
# Tolerance covers the finite wave number and finite force.
assert walk_velocity < 0
assert abs(drift_ratio - 1) < 1e-3

# Worked example
direct_force = Z_direct * e * field
wind_force = Z_wind * e * field
net_force = Z_total * e * field
atom_velocity = diffusion * net_force / (kB * temperature)
naive_velocity = diffusion * direct_force / (kB * temperature)
hop_bias = abs(net_force) * hop_length / e
thermal_energy = kB * temperature / e
year = const.Julian_year
assert net_force < 0 and atom_velocity < 0 < naive_velocity

print("INPUTS; positive x points from anode to cathode")
print(f"fcc cube edge: {cube_edge*1e9:.2f} nm")
print(f"conduction electrons per atom: {electrons_per_atom:.0f}")
print(f"resistivity: {resistivity*1e8:.1f} microohm cm")
print(f"current density: {current_density:.1e} A/m^2")
print(f"temperature: {temperature:.0f} K")
print(f"transport cross section: {sigma_tr*1e18:.4f} nm^2")
print(f"atomic diffusion coefficient: {diffusion:.1e} m^2/s")
print(f"direct valence: {Z_direct:+.1f} (dimensionless)")
print("ELECTRONS")
print(f"electron density: {n:.3e} m^-3")
print(f"Fermi wave number: {k_F:.3e} m^-1")
print(f"Fermi speed: {v_F:.3e} m/s")
print(f"electric field: {field:.1f} V/m")
print(f"electron drift speed: {drift_speed:.3f} m/s")
print(f"relaxation time: {tau*1e15:.2f} fs")
print(f"mean free path: {mean_free_path*1e9:.2f} nm")
print("FORCES AND ATOMIC DRIFT")
print(f"wind valence: {Z_wind:+.3f} (dimensionless)")
print(f"net effective valence: {Z_total:+.3f} (dimensionless)")
print(f"direct force: {direct_force:+.3e} N")
print(f"wind force: {wind_force:+.3e} N")
print(f"net force: {net_force:+.3e} N")
print(f"hop length: {hop_length*1e9:.4f} nm")
print(f"work of net force over one hop: {hop_bias:.3e} eV")
print(f"thermal energy kT: {thermal_energy:.4f} eV")
print(f"work per hop divided by kT: {hop_bias/thermal_energy:.3e}")
print(f"atomic drift velocity: {atom_velocity:+.3e} m/s")
print(f"atomic drift in one year: {atom_velocity*year*1e6:+.3f} micrometre")
print(f"direct-force-only drift: {naive_velocity*year*1e6:+.3f} micrometre/year")
print("CROSSOVER")
print(f"critical cross section: {critical_sigma*1e18:.6f} nm^2")
print(f"critical resistivity: {critical_rho*1e8:.2f} microohm cm")
print(f"net valence at 0.9 critical resistivity: {net_near_crossover[0]:+.4f}")
print(f"net valence at 1.1 critical resistivity: {net_near_crossover[1]:+.4f}")
print("INDEPENDENT CHECKS (dimensionless)")
print(f"Fermi-sphere force/formula, no blocking: {ratio_unblocked:.6f}")
print(f"Fermi-sphere force/formula, with blocking: {ratio_blocked:.6f}")
print(f"wind valence from Boltzmann solution: {Z_wind_solved:+.6f}")
print(f"wind valence from added resistivity: {Z_from_resistivity:+.6f}")
print(f"total wind force / (-n e E): {balance_ratio:.8f}")
print(f"random-walk drift / (D F / kT): {drift_ratio:.6f}")
print("all tests passed")
```

It prints:

```
INPUTS; positive x points from anode to cathode
fcc cube edge: 0.36 nm
conduction electrons per atom: 1
resistivity: 4.0 microohm cm
current density: 1.0e+10 A/m^2
temperature: 600 K
transport cross section: 0.0050 nm^2
atomic diffusion coefficient: 1.0e-18 m^2/s
direct valence: +1.0 (dimensionless)
ELECTRONS
electron density: 8.573e+28 m^-3
Fermi wave number: 1.364e+10 m^-1
Fermi speed: 1.579e+06 m/s
electric field: 400.0 V/m
electron drift speed: 0.728 m/s
relaxation time: 10.35 fs
mean free path: 16.34 nm
FORCES AND ATOMIC DRIFT
wind valence: -7.005 (dimensionless)
net effective valence: -6.005 (dimensionless)
direct force: +6.409e-17 N
wind force: -4.489e-16 N
net force: -3.849e-16 N
hop length: 0.2546 nm
work of net force over one hop: 6.115e-07 eV
thermal energy kT: 0.0517 eV
work per hop divided by kT: 1.183e-05
atomic drift velocity: -4.646e-14 m/s
atomic drift in one year: -1.466 micrometre
direct-force-only drift: +0.244 micrometre/year
CROSSOVER
critical cross section: 0.000714 nm^2
critical resistivity: 28.02 microohm cm
net valence at 0.9 critical resistivity: -0.1111
net valence at 1.1 critical resistivity: +0.0909
INDEPENDENT CHECKS (dimensionless)
Fermi-sphere force/formula, no blocking: 1.000000
Fermi-sphere force/formula, with blocking: 1.000000
wind valence from Boltzmann solution: -7.005243
wind valence from added resistivity: -7.005243
total wind force / (-n e E): 1.00000000
random-walk drift / (D F / kT): 0.999980
all tests passed
```
